# A Large Electrostatic Term Does Not Prove an Ionic Bond: a numerical check

```python
"""
Result under test: two frozen neutral hydrogen 1s atoms at distance R have
the Coulomb energy E(R) = exp(-2R) (1/R + 5/8 - 3R/4 - R^2/6) in atomic units.
It is attractive at 2 bohr through charge penetration, without any ions.
phi(r): potential of one neutral atom; M(s): its average over a shell of
radius s around the other nucleus. The second part decomposes the bonding
of dimethylzinc with neutral and with ionic fragments.
elst: Coulomb energy of frozen fragments; Pauli: antisymmetrisation energy;
orb: relaxation energy to the final Hartree-Fock molecule.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import block_diag
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, dft, fci, lo

EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10


def energy_formula(R):
    return np.exp(-2*R) * (1/R + 5/8 - 3*R/4 - R**2/6)


def phi(r):
    return np.exp(-2*r) * (1 + 1/r)


def fourier_energy(form_factor, R):
    """Coulomb energy of two equal neutral unit-charge atoms."""
    step = 0.002
    k = (np.arange(200000) + 0.5) * step
    f = form_factor(k)
    integrand = (f*f - 2*f) * np.sin(k*R) / (k*R)
    return 1/R + 2/np.pi * step * integrand.sum()


def f_1s(k):
    return 1 / (1 + k*k/4)**2


def f_ball(k, radius=0.9):
    x = k * radius
    return 3 * (np.sin(x) - x*np.cos(x)) / x**3


# Potential from the charge density, and energy from an independent integral.
for r in (0.7, 2.0, 4.0):
    direct = quad(lambda t: 4*t*t*np.exp(-2*t)*(1/r - 1/t), r, np.inf)[0]
    assert abs(direct - phi(r)) < 1e-8
for R in (1.0, 1.4, 2.0, 3.0, 5.0):
    assert abs(fourier_energy(f_1s, R) - energy_formula(R)) < 1e-6

# Neutral balls of radius 0.9 bohr: apart at 2 bohr, overlapping at 1.2.
ball_apart = fourier_energy(f_ball, 2.0)
ball_overlap = fourier_energy(f_ball, 1.2)
assert abs(ball_apart) < 1e-6
assert ball_overlap < -1e-3


def shell_average(s, R):
    value = quad(lambda t: np.exp(-2*t)*(1 + t), abs(R-s), R+s)[0]
    return value / (2*s*R)


def shell_energy(R, low, high):
    return quad(lambda s: 4*s*s*np.exp(-2*s)
                * (phi(R) - shell_average(s, R)), low, high)[0]


def crossover(R):
    """Shell radius beyond R at which attraction turns into repulsion."""
    return brentq(lambda s: shell_average(s, R) - phi(R), R, 200.0)


R_H = 2.0
for R in (0.8, 1.4, 2.0, 4.0):
    s_cross = crossover(R)
    assert s_cross > R
    for s in np.linspace(0.05, 0.99, 12) * R:
        assert shell_average(s, R) > phi(R)
    for fraction in (0.1, 0.5, 0.9):
        s = R + fraction*(s_cross - R)
        assert shell_average(s, R) > phi(R)
    for factor in (1.05, 1.5, 3.0):
        assert shell_average(factor*s_cross, R) < phi(R)

shells = {}
for R in (1.0, R_H):
    s_cross = crossover(R)
    inner = shell_energy(R, 0, R)
    middle = shell_energy(R, R, s_cross)
    repelling = shell_energy(R, s_cross, s_cross + 30)
    assert inner < 0 and middle < 0 and repelling > 0
    assert abs(inner + middle + repelling - energy_formula(R)) < 1e-7
    shells[R] = (s_cross, inner, middle, repelling)
assert sum(shells[1.0][1:]) > 0 > sum(shells[R_H][1:])

R_zero = brentq(energy_formula, 0.5, 2.0)
R_best = minimize_scalar(energy_formula, bounds=(1.4, 4),
                         method="bounded").x
E_H = energy_formula(R_H)
assert abs(E_H + 0.019) < 5e-4
V_H = 1/R_H - phi(R_H)
J_H = E_H - 1/R_H + 2*V_H
J_fourier = 2/np.pi * quad(
    lambda k: f_1s(k)**2 * np.sinc(k*R_H/np.pi), 0, 100, limit=500)[0]
assert abs(J_H - J_fourier) < 1e-7

finished = {}


def run_fragment(atoms, charge=0, spin=0, basis="def2-svp", method="HF"):
    key = repr((atoms, charge, spin, basis, method))
    if key in finished:
        return finished[key]
    mol = gto.M(atom=atoms, charge=charge, spin=spin, basis=basis,
                verbose=0)
    if method == "PBE":
        mf = dft.UKS(mol)
        mf.xc = "PBE"
    elif method == "X2C":
        mf = scf.UHF(mol).sfx2c1e()
    else:
        mf = scf.UHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    finished[key] = (mol, mf)
    return mol, mf


def total_density(mf):
    return np.asarray(mf.make_rdm1()).sum(axis=0)


def nuclear_attraction(mol, density, other):
    energy = 0.0
    for charge, point in zip(other.atom_charges(), other.atom_coords()):
        with mol.with_rinv_origin(point):
            energy -= charge * np.sum(density * mol.intor("int1e_rinv"))
    return energy


def frozen_coulomb(first, second):
    mol_a, mf_a = first
    mol_b, mf_b = second
    dens_a, dens_b = total_density(mf_a), total_density(mf_b)
    distance = np.linalg.norm(mol_a.atom_coords()[:, None]
                              - mol_b.atom_coords()[None], axis=2)
    nuclei = np.sum(np.outer(mol_a.atom_charges(), mol_b.atom_charges())
                    / distance)
    pair = gto.conc_mol(mol_a, mol_b)
    na, nt = mol_a.nbas, pair.nbas
    eri = pair.intor("int2e", shls_slice=(0, na, 0, na, na, nt, na, nt))
    size_a, size_b = len(dens_a)**2, len(dens_b)**2
    clouds = dens_a.ravel() @ eri.reshape(size_a, size_b) @ dens_b.ravel()
    return (nuclei + clouds + nuclear_attraction(mol_a, dens_a, mol_b)
            + nuclear_attraction(mol_b, dens_b, mol_a))


# The molecular routine must reproduce the hydrogen formula.
s_basis = {"H": [[0, [float(0.03*2.2**n), 1.0]] for n in range(14)]}
H_a = run_fragment([["H", (0, 0, 0)]], spin=1, basis=s_basis)
H_b = run_fragment([["H", (0, 0, R_H*BOHR)]], spin=1, basis=s_basis)
E_gaussian = frozen_coulomb(H_a, H_b)
assert abs(E_gaussian - E_H) < 5e-5

# Full binding at the same distance, full CI in cc-pVTZ.
H2 = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R_H*BOHR)]],
           basis="cc-pvtz", verbose=0)
H2_hf = scf.RHF(H2).run()
H_atom = run_fragment([["H", (0, 0, 0)]], spin=1, basis="cc-pvtz")[1]
binding_H2 = fci.FCI(H2_hf).kernel()[0] - 2*H_atom.e_tot
assert binding_H2 < 0 and abs(E_H) < 0.2*abs(binding_H2)

# Dimethylzinc, rough linear geometry.
D_ZNC, D_CH, ANGLE = 1.93, 1.10, 111.0
ZN = [["Zn", (0.0, 0.0, 0.0)]]


def methyl(distance, side=1):
    tilt = np.radians(180 - ANGLE)
    atoms = [["C", (0.0, 0.0, side*distance)]]
    for turn in np.radians([0, 120, 240]):
        atoms.append(["H", (D_CH*np.sin(tilt)*np.cos(turn),
                            D_CH*np.sin(tilt)*np.sin(turn),
                            side*(distance + D_CH*np.cos(tilt)))])
    return atoms


def make_fragments(distance, ionic):
    charge, spin = (-1, 0) if ionic else (0, 1)
    return [run_fragment(ZN, charge=2 if ionic else 0),
            run_fragment(methyl(distance, 1), charge, spin),
            run_fragment(methyl(distance, -1), charge, spin)]


def coulomb_sum(frags):
    return sum(frozen_coulomb(frags[i], frags[j])
               for i, j in ((0, 1), (0, 2), (1, 2)))


def antisymmetrised_energy(frags, whole_uhf):
    """Energy of the determinant of all frozen fragment orbitals."""
    overlap = whole_uhf.get_ovlp()
    densities = []
    for spin in (0, 1):
        blocks = []
        for number, (_, mf) in enumerate(frags):
            # The second methyl has the opposite spin to the first.
            channel = 1 - spin if number == 2 else spin
            occupied = mf.mo_occ[channel] > 0
            blocks.append(mf.mo_coeff[channel][:, occupied])
        C = block_diag(*blocks)
        densities.append(C @ np.linalg.solve(C.T @ overlap @ C, C.T))
    return whole_uhf.energy_tot(dm=np.array(densities))


def whole_molecule(distance):
    return gto.M(atom=ZN + methyl(distance, 1) + methyl(distance, -1),
                 basis="def2-svp", verbose=0)


whole = whole_molecule(D_ZNC)
whole_uhf = scf.UHF(whole)
whole_rhf = scf.RHF(whole)
whole_uhf._eri = whole_rhf._eri = whole.intor("int2e", aosym="s8")
whole_rhf.kernel()
assert whole_rhf.converged

parts = {}
fragments = {}
for name, ionic in (("neutral", False), ("ionic", True)):
    frags = make_fragments(D_ZNC, ionic)
    fragments[name] = frags
    separate = sum(mf.e_tot for _, mf in frags)
    elst = coulomb_sum(frags)
    frozen = antisymmetrised_energy(frags, whole_uhf)
    pauli = frozen - separate - elst
    orb = whole_rhf.e_tot - frozen
    assert pauli > 0 and orb < 0 and elst < 0
    parts[name] = dict(elst=elst*EV, Pauli=pauli*EV, orb=orb*EV,
                       total=(whole_rhf.e_tot-separate)*EV,
                       percent=100*elst/(elst+orb))
assert parts["ionic"]["percent"] > parts["neutral"]["percent"] + 10

# Far apart, antisymmetrisation costs nothing: total energies give elst.
far = make_fragments(8.0, True)
far_total = antisymmetrised_energy(far, scf.UHF(whole_molecule(8.0)))
far_difference = far_total - sum(mf.e_tot for _, mf in far)
assert abs(far_difference - coulomb_sum(far)) < 1e-5

# The neutral zinc atom has no quadrupole.
zn_mol, zn_mf = fragments["neutral"][0]
moments = np.einsum("xij,ji->x", zn_mol.intor("int1e_rr"),
                    total_density(zn_mf)).reshape(3, 3)
assert np.allclose(moments, np.eye(3)*np.trace(moments)/3, atol=1e-3)


def zinc_methyl(distance, ionic=False, basis="def2-svp",
                method="HF", zinc_method=None):
    zinc = run_fragment(ZN, 2 if ionic else 0, 0, basis,
                        zinc_method or method)
    ligand = run_fragment(methyl(distance), -1 if ionic else 0,
                          0 if ionic else 1, basis, method)
    return EV * frozen_coulomb(zinc, ligand)


pair_near = zinc_methyl(D_ZNC)
pair_mid = zinc_methyl(3.0)
pair_far = zinc_methyl(7.0)
ion_near = zinc_methyl(D_ZNC, ionic=True)
ion_far = zinc_methyl(7.0, ionic=True)
point_far = -2 * EV * BOHR / 7.0
assert pair_near < -1.0
assert abs(pair_far) < 0.005
assert abs(ion_far/point_far - 1) < 0.15

pair_tz = zinc_methyl(D_ZNC, basis="def2-tzvp")
pair_pbe = zinc_methyl(D_ZNC, method="PBE")
pair_x2c = zinc_methyl(D_ZNC, zinc_method="X2C")
pair_long = zinc_methyl(D_ZNC + 0.05)
for variant in (pair_tz, pair_pbe, pair_x2c, pair_long):
    assert variant < -1.0

# Charge of the finished molecule in intrinsic atomic orbitals.
S = whole_rhf.get_ovlp()
occ = whole_rhf.mo_coeff[:, whole_rhf.mo_occ > 0]
iao = lo.vec_lowdin(lo.iao.iao(whole, occ), S)
population = 2 * np.sum((iao.T @ S @ occ)**2, axis=1)
small = whole.copy()
small.build(False, False, basis="minao")
charges = np.array([whole.atom_charge(i) - population[a:b].sum()
                    for i, (_, _, a, b) in enumerate(small.aoslice_by_atom())])
assert abs(charges.sum()) < 1e-5

print("HYDROGEN PAIR, frozen 1s densities")
print(f"distance R = {R_H:.1f} bohr")
print(f"nuclear repulsion 1/R = {1/R_H:.6f} hartree")
print(f"one cloud-nucleus attraction V = {V_H:.6f} hartree")
print(f"cloud-cloud repulsion J = {J_H:.6f} hartree")
print(f"neutral-atom potential phi(R) = {phi(R_H):.6f} hartree/e")
print(f"E(R), formula = {E_H:.6f} hartree = {E_H*EV:.4f} eV")
print(f"E(R), Fourier integral = {fourier_energy(f_1s, R_H):.6f} hartree")
print(f"E(R), Gaussian-basis atoms = {E_gaussian:.6f} hartree")
for R, (s_cross, inner, middle, repelling) in shells.items():
    print(f"R = {R:.1f} bohr: crossover shell radius s* = {s_cross:.4f} bohr")
    print(f"  shells s < R {inner:.6f}, R < s < s* {middle:.6f}, "
          f"s > s* {repelling:.6f} hartree")
print(f"sign change at R = {R_zero:.4f} bohr")
print(f"strongest attraction at R = {R_best:.4f} bohr: "
      f"{energy_formula(R_best):.6f} hartree")
print(f"apparent charge sqrt(-E R) = {np.sqrt(-E_H*R_H):.4f} e")
for R in (1.0, 1.4, 3.0, 4.0, 8.0):
    print(f"R = {R:.1f} bohr: E = {energy_formula(R):.3e} hartree, "
          f"unit ions -1/R = {-1/R:.4f} hartree")
print(f"balls of radius 0.9 bohr, R = 2.0 bohr: |E| = "
      f"{abs(ball_apart):.1e} hartree (numerical zero)")
print(f"same balls, R = 1.2 bohr: E = {ball_overlap:.5f} hartree")
print(f"H2 binding at 2 bohr, full CI/cc-pVTZ = {binding_H2:.5f} hartree")
print(f"frozen term / H2 binding = {100*E_H/binding_H2:.1f} percent")
print("DIMETHYLZINC, HF/def2-SVP")
print(f"Zn-C {D_ZNC:.2f} A, C-H {D_CH:.2f} A, Zn-C-H {ANGLE:.0f} degrees")
for name in ("neutral", "ionic"):
    p = parts[name]
    print(f"{name} fragments: elst {p['elst']:.2f}, "
          f"Pauli {p['Pauli']:.2f}, orb {p['orb']:.2f} eV")
    print(f"{name} fragments: total interaction {p['total']:.2f} eV, "
          f"elst/(elst+orb) {p['percent']:.1f} percent")
print(f"IAO charge of Zn in the molecule = {charges[0]:.3f} e")
print("ONE Zn-METHYL PAIR, frozen Coulomb energy")
print(f"neutral, Zn-C {D_ZNC:.2f} A: {pair_near:.3f} eV")
print(f"neutral, Zn-C 3.00 A: {pair_mid:.3f} eV")
print(f"neutral, Zn-C 7.00 A: {pair_far:.1e} eV")
print(f"ionic, Zn-C {D_ZNC:.2f} A: {ion_near:.3f} eV")
print(f"ionic, Zn-C 7.00 A: {ion_far:.3f} eV")
print(f"point charges +2 and -1 at 7.00 A: {point_far:.3f} eV")
print("SIZE OF NEGLECTED EFFECTS, neutral pair near 1.93 A")
print(f"def2-TZVP basis: {pair_tz:.3f} eV")
print(f"PBE densities: {pair_pbe:.3f} eV")
print(f"scalar X2C density on Zn: {pair_x2c:.3f} eV")
print(f"Zn-C longer by 0.05 A: {pair_long:.3f} eV")
print("all assertions hold")
```

Output:

```
HYDROGEN PAIR, frozen 1s densities
distance R = 2.0 bohr
nuclear repulsion 1/R = 0.500000 hartree
one cloud-nucleus attraction V = 0.472527 hartree
cloud-cloud repulsion J = 0.425974 hartree
neutral-atom potential phi(R) = 0.027473 hartree/e
E(R), formula = -0.019079 hartree = -0.5192 eV
E(R), Fourier integral = -0.019079 hartree
E(R), Gaussian-basis atoms = -0.019079 hartree
R = 1.0 bohr: crossover shell radius s* = 1.1235 bohr
  shells s < R -0.014111, R < s < s* -0.002794, s > s* 0.112768 hartree
R = 2.0 bohr: crossover shell radius s* = 2.6526 bohr
  shells s < R -0.016472, R < s < s* -0.004203, s > s* 0.001597 hartree
sign change at R = 1.3784 bohr
strongest attraction at R = 1.8725 bohr: -0.019611 hartree
apparent charge sqrt(-E R) = 0.1953 e
R = 1.0 bohr: E = 9.586e-02 hartree, unit ions -1/R = -1.0000 hartree
R = 1.4 bohr: E = -2.273e-03 hartree, unit ions -1/R = -0.7143 hartree
R = 3.0 bohr: E = -6.920e-03 hartree, unit ions -1/R = -0.3333 hartree
R = 4.0 bohr: E = -1.607e-03 hartree, unit ions -1/R = -0.2500 hartree
R = 8.0 bohr: E = -1.791e-06 hartree, unit ions -1/R = -0.1250 hartree
balls of radius 0.9 bohr, R = 2.0 bohr: |E| = 1.2e-08 hartree (numerical zero)
same balls, R = 1.2 bohr: E = -0.02309 hartree
H2 binding at 2 bohr, full CI/cc-pVTZ = -0.13655 hartree
frozen term / H2 binding = 14.0 percent
DIMETHYLZINC, HF/def2-SVP
Zn-C 1.93 A, C-H 1.10 A, Zn-C-H 111 degrees
neutral fragments: elst -7.86, Pauli 13.49, orb -8.55 eV
neutral fragments: total interaction -2.93 eV, elst/(elst+orb) 47.9 percent
ionic fragments: elst -39.77, Pauli 13.78, orb -4.61 eV
ionic fragments: total interaction -30.60 eV, elst/(elst+orb) 89.6 percent
IAO charge of Zn in the molecule = 1.278 e
ONE Zn-METHYL PAIR, frozen Coulomb energy
neutral, Zn-C 1.93 A: -3.935 eV
neutral, Zn-C 3.00 A: -0.264 eV
neutral, Zn-C 7.00 A: -2.7e-06 eV
ionic, Zn-C 1.93 A: -22.158 eV
ionic, Zn-C 7.00 A: -4.297 eV
point charges +2 and -1 at 7.00 A: -4.114 eV
SIZE OF NEGLECTED EFFECTS, neutral pair near 1.93 A
def2-TZVP basis: -3.972 eV
PBE densities: -3.895 eV
scalar X2C density on Zn: -3.905 eV
Zn-C longer by 0.05 A: -3.491 eV
all assertions hold
```
